# Why a nonvolatile ferroelectric capacitor can lose its bit when read: a numerical check

```python
"""
Result under test: in a conventional ferroelectric capacitor read, the signal
between stored 1 and stored 0 is the charge of the polarization that the read
reverses,
    V1 - V0 = 2 Pr A f / (C_film + C_bl),
so the read erases a stored 1, and restoring it completes a bipolar cycle.

Symbols: Pr remanent polarization, A area, f reversed fraction, C_film linear
film capacitance, C_bl bit-line capacitance. Film voltage = plate - bit line.
Stored 0 is polarized along the read field (+1), stored 1 against it (-1).
Every domain has thresholds +v and -v; share_below(v) is the distribution of v.
Working units: V, fF, fC (1 fC / 1 fF = 1 V).
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

# Rough typical values for a hafnium-zirconium oxide capacitor
THICK_NM = 10.0
AREA_UM2 = 0.10
PR_UC_CM2 = 20.0
EC_MV_CM = 1.0
EPS_R = 30.0
SHAPE = 8.0
V_DD = 2.5
C_BL = 100.0
ENDURANCE = 1e10
READ_PERIOD = 100e-9

V_C = EC_MV_CM * 1e8 * THICK_NM * 1e-9
C_FILM = const.epsilon_0 * EPS_R * AREA_UM2 * 1e-12 / (THICK_NM * 1e-9) * 1e15
Q_SWITCH = 2 * PR_UC_CM2 * 1e-2 * AREA_UM2 * 1e-12 * 1e15

N_DOMAINS = 20000
quantile = (np.arange(N_DOMAINS) + 0.5) / N_DOMAINS
THRESHOLDS = V_C * (quantile / (1 - quantile)) ** (1 / SHAPE)


def share_below(v):
    x = (max(v, 0.0) / V_C) ** SHAPE
    return x / (1 + x)


class Cell:
    """Explicit collection of domains, with a count of reversals for each."""

    def __init__(self):
        self.state = np.ones(N_DOMAINS, dtype=int)
        self.flips = np.zeros(N_DOMAINS, dtype=int)

    def charge(self):
        return 0.5 * Q_SWITCH * self.state.mean()

    def flip(self, index):
        self.state[index] *= -1
        self.flips[index] += 1

    def drive(self, v):
        """Both electrodes held by drivers: film voltage is v."""
        up = (self.state == -1) & (v >= THRESHOLDS)
        down = (self.state == 1) & (v <= -THRESHOLDS)
        self.flip(np.flatnonzero(up | down))

    def floating(self, plate, q_start, c_bl):
        """Bit line floats; domains reverse one by one, easiest first."""
        total = C_FILM + c_bl
        v_bl = (C_FILM * plate + self.charge() - q_start) / total
        sign = 1 if plate > v_bl else -1
        waiting = np.flatnonzero(self.state == -sign)
        done = 0
        for threshold in THRESHOLDS[waiting].tolist():
            if sign * (plate - v_bl) < threshold:
                break
            v_bl += sign * Q_SWITCH / N_DOMAINS / total
            done += 1
        self.flip(waiting[:done])
        return v_bl

    def write(self, bit):
        self.drive(-V_DD if bit else V_DD)

    def restore(self, bit):
        """Amplifier drives the bit line, then the plate returns to zero."""
        self.drive(V_DD - bit * V_DD)
        self.drive(-bit * V_DD)
        self.drive(0.0)

    def abandoned_read(self, plate, c_bl):
        """Read, plate back to zero with floating bit line, no restore."""
        q_start = self.charge()
        v_bl = self.floating(plate, q_start, c_bl)
        self.floating(0.0, q_start, c_bl)
        self.drive(0.0)
        return v_bl


def solve_read(plate, c_bl, q=Q_SWITCH, scale=1.0, shift=0.0):
    """Continuous equation for reading a 1: film voltage, fraction, signal."""
    def share(v):
        return share_below((v - shift) / scale)

    def balance(v):
        return v + (C_FILM * v + q * share(v)) / c_bl - plate

    v = brentq(balance, 0.0, plate)
    return v, share(v), q * share(v) / (C_FILM + c_bl)


print("INPUTS (rough typical values)")
print(f"thickness {THICK_NM:.0f} nm, area {AREA_UM2:.2f} um2")
print(f"Pr {PR_UC_CM2:.0f} uC/cm2, coercive field {EC_MV_CM:.1f} MV/cm")
print(f"relative permittivity {EPS_R:.0f}, threshold shape k {SHAPE:.0f}")
print(f"supply {V_DD:.1f} V, bit line {C_BL:.0f} fF")
print(f"coercive voltage Vc {V_C:.2f} V")
print(f"film capacitance {C_FILM:.3f} fF")
print(f"full switched charge 2 Pr A {Q_SWITCH:.1f} fC")
print(f"share of domains the supply can write {share_below(V_DD):.5f}")

# Stored state persists at zero voltage; half the domains reverse at Vc
cell = Cell()
cell.write(1)
saved = cell.state.copy()
cell.drive(0.0)
assert np.array_equal(saved, cell.state)
cell.drive(V_C)
assert abs(cell.state.mean()) < 0.005

# Reads on several bit lines: explicit domains against continuous equations
print("READ OF A 1 FOR SEVERAL BIT LINES")
print("C_bl fF | film V | reversed f | signal V | left erased")
for c_bl in (20.0, 50.0, 100.0, 200.0, 400.0):
    zero, one = Cell(), Cell()
    one.write(1)
    q_zero, q_one = zero.charge(), one.charge()
    before = one.state.copy()
    v_zero = zero.floating(V_DD, q_zero, c_bl)
    v_one = one.floating(V_DD, q_one, c_bl)
    reversed_sim = np.mean(one.state != before)
    film_v, frac, signal = solve_read(V_DD, c_bl)
    assert zero.flips.sum() == 0
    assert abs(v_one - v_zero - signal) < 5e-4
    assert abs(reversed_sim - frac) < 5e-4
    assert abs(V_DD - v_one - film_v) < 5e-4
    one.floating(0.0, q_one, c_bl)
    left_sim = np.mean(one.state != before)
    total = C_FILM + c_bl
    back_v = brentq(
        lambda u: u - Q_SWITCH * (frac - share_below(u)) / total,
        0.0, Q_SWITCH * frac / total)
    left = frac - share_below(back_v)
    assert back_v < film_v and abs(left_sim - left) < 5e-4
    print(f"{c_bl:5.0f} | {film_v:.3f} | {frac:.4f} | {signal:.4f} | {left:.4f}")

# Main example
film_v, fraction, signal = solve_read(V_DD, C_BL)
v0 = C_FILM * V_DD / (C_FILM + C_BL)
v1 = v0 + signal
v_ref = 0.5 * (v0 + v1)
print("MAIN EXAMPLE")
print(f"bit line for 0: {v0:.4f} V, for 1: {v1:.4f} V")
print(f"reference {v_ref:.4f} V, signal {1e3 * signal:.1f} mV")
cell = Cell()
cell.write(1)
first = cell.abandoned_read(V_DD, C_BL)
second = cell.abandoned_read(V_DD, C_BL)
assert first > v_ref and second < v_ref
print(f"second read without restore: signal {1e3 * (second - v0):.2f} mV")

# A gentle read gives a small signal, and cannot be repeated
needed = 0.050
f_need = needed * (C_FILM + C_BL) / Q_SWITCH
v_need = V_C * (f_need / (1 - f_need)) ** (1 / SHAPE)
plate_need = v_need + (C_FILM * v_need + Q_SWITCH * f_need) / C_BL
cell = Cell()
cell.write(1)
background = C_FILM * plate_need / (C_FILM + C_BL)
gentle = [cell.abandoned_read(plate_need, C_BL) - background for _ in range(3)]
v_again = brentq(
    lambda v: v + (C_FILM * v + Q_SWITCH * (share_below(v) - f_need)) / C_BL
    - plate_need, v_need, plate_need)
again = Q_SWITCH * (share_below(v_again) - f_need) / (C_FILM + C_BL)
assert abs(gentle[0] - needed) < 1e-4
assert abs(gentle[1] - again) < 1e-4
assert gentle[2] < gentle[1] < 0.5 * gentle[0]
print("GENTLE READ")
print(f"signal wanted {1e3 * needed:.0f} mV: reversed f {f_need:.4f}")
print(f"film {v_need:.3f} V, plate {plate_need:.3f} V")
print("three reads, no restore: "
      + ", ".join(f"{1e3 * s:.1f}" for s in gentle) + " mV")
blind_plate = 0.3
blind = solve_read(blind_plate, C_BL)[2]
cell = Cell()
cell.write(1)
blind_sim = (cell.abandoned_read(blind_plate, C_BL)
             - C_FILM * blind_plate / (C_FILM + C_BL))
assert abs(blind_sim - blind) < 5e-5 and blind < 1e-4
print(f"plate at {blind_plate:.1f} V: signal {1e3 * blind:.3f} mV")

# Random reads and writes: count every reversal
rng = np.random.default_rng(7)
cell, bit = Cell(), 0
reads = reads_one = writes = changes = 0
for _ in range(80):
    if rng.random() < 0.8:
        before = cell.state.copy()
        v_bl = cell.floating(V_DD, cell.charge(), C_BL)
        sensed = int(v_bl > v_ref)
        assert sensed == bit
        cell.restore(sensed)
        assert np.array_equal(before, cell.state)
        reads += 1
        reads_one += bit
    else:
        new_bit = int(rng.integers(2))
        cell.write(new_bit)
        writes += 1
        changes += int(new_bit != bit)
        bit = new_bit
counted = cell.flips.mean()
from_writes = share_below(V_DD) * changes
predicted = 2 * fraction * reads_one + from_writes
assert reads_one > 0 and changes > 0
assert abs(counted - predicted) < 0.02
print("REVERSALS IN A RANDOM SEQUENCE")
print(f"reads {reads}, of which found a 1: {reads_one}")
print(f"writes {writes}, of which changed the bit: {changes}")
print(f"reversals per domain: counted {counted:.3f}")
print(f"predicted {predicted:.3f}, from writes alone {from_writes:.3f}")

# Endurance of one stored 1 that is only read
life = ENDURANCE * READ_PERIOD
ten_years = 10 * const.Julian_year
rows = 65536
print("LIFETIME OF A 1 THAT IS ONLY READ")
print(f"endurance {ENDURANCE:.0e} cycles (rough)")
print(f"read period {READ_PERIOD * 1e9:.0f} ns")
print(f"time to use it up {life:.0f} s = {life / 60:.1f} min")
print(f"read rate for ten years {ENDURANCE / ten_years:.1f} per s")
print(f"cycles needed for ten years {ten_years / READ_PERIOD:.2e}")
print(f"reads spread over {rows} rows: {life * rows / const.Julian_year:.2f} years")

# Sudden plate step: domains relax in time at the instantaneous film voltage
switched = np.zeros(N_DOMAINS)
time_step = 0.02  # in units of the domain relaxation time
for _ in range(1500):
    v_film = V_DD - (C_FILM * V_DD + Q_SWITCH * switched.mean()) / (C_FILM + C_BL)
    switched += time_step * (1 - switched) * (v_film > THRESHOLDS)
f_step = switched.mean()
f_bound = share_below(V_DD - v0)
assert fraction - 2e-4 < f_step < f_bound + 2e-4

print("NEGLECTED EFFECTS")
field = V_DD / (THICK_NM * 1e-7) * 1e-6
breakdown = 4.0
print(f"field {field:.2f} MV/cm, rough breakdown {breakdown:.1f} MV/cm")
print(f"sudden plate step: f {f_step:.4f}, upper bound {f_bound:.4f}")
slow = solve_read(V_DD, C_BL, scale=1.3)
print(f"thresholds 30% higher: f {slow[1]:.4f}, signal {1e3 * slow[2]:.1f} mV")
imprint = solve_read(V_DD, C_BL, shift=0.2)
print(f"imprint of 0.2 V: f {imprint[1]:.4f}, signal {1e3 * imprint[2]:.1f} mV")
tired = solve_read(V_DD, C_BL, q=0.5 * Q_SWITCH)
print(f"Pr halved by fatigue: signal {1e3 * tired[2]:.1f} mV")
c_other = 1.1 * C_FILM
cap_signal = c_other * V_DD / (c_other + C_BL) - v0
print(f"10% capacitance difference: signal {1e3 * cap_signal:.2f} mV")
temperature = 273.15 + 85
noise = np.sqrt(const.k * temperature / (C_BL * 1e-15))
print(f"thermal noise at {temperature:.0f} K: {1e3 * noise:.3f} mV")
leak_density = 1e-3  # A/cm2, rough and on the high side
leak_ratio = leak_density * READ_PERIOD / (2 * PR_UC_CM2 * 1e-6)
print(f"leakage at {leak_density:.0e} A/cm2 in one period,")
print(f"  relative to 2 Pr: {leak_ratio:.1e}")

print("no test failed")
```

Output:

```
INPUTS (rough typical values)
thickness 10 nm, area 0.10 um2
Pr 20 uC/cm2, coercive field 1.0 MV/cm
relative permittivity 30, threshold shape k 8
supply 2.5 V, bit line 100 fF
coercive voltage Vc 1.00 V
film capacitance 2.656 fF
full switched charge 2 Pr A 40.0 fC
share of domains the supply can write 0.99935
READ OF A 1 FOR SEVERAL BIT LINES
C_bl fF | film V | reversed f | signal V | left erased
   20 | 1.075 | 0.6410 | 1.1317 | 0.4664
   50 | 1.629 | 0.9803 | 0.7446 | 0.9244
  100 | 2.047 | 0.9968 | 0.3884 | 0.9963
  200 | 2.270 | 0.9986 | 0.1971 | 0.9986
  400 | 2.384 | 0.9990 | 0.0992 | 0.9990
MAIN EXAMPLE
bit line for 0: 0.0647 V, for 1: 0.4531 V
reference 0.2589 V, signal 388.4 mV
second read without restore: signal 1.15 mV
GENTLE READ
signal wanted 50 mV: reversed f 0.1283
film 0.787 V, plate 0.859 V
three reads, no restore: 50.0, 16.4, 5.8 mV
plate at 0.3 V: signal 0.021 mV
REVERSALS IN A RANDOM SEQUENCE
reads 62, of which found a 1: 25
writes 18, of which changed the bit: 13
reversals per domain: counted 62.829
predicted 62.830, from writes alone 12.991
LIFETIME OF A 1 THAT IS ONLY READ
endurance 1e+10 cycles (rough)
read period 100 ns
time to use it up 1000 s = 16.7 min
read rate for ten years 31.7 per s
cycles needed for ten years 3.16e+15
reads spread over 65536 rows: 2.08 years
NEGLECTED EFFECTS
field 2.50 MV/cm, rough breakdown 4.0 MV/cm
sudden plate step: f 0.9983, upper bound 0.9992
thresholds 30% higher: f 0.9750, signal 379.9 mV
imprint of 0.2 V: f 0.9927, signal 386.8 mV
Pr halved by fatigue: signal 194.5 mV
10% capacitance difference: signal 6.29 mV
thermal noise at 358 K: 0.222 mV
leakage at 1e-03 A/cm2 in one period,
  relative to 2 Pr: 2.5e-06
no test failed
```
